# Lowering of metal-liner interface energy by a segregating solute: two derivations: a program that tests the result

```python
"""Lowering of a metal-liner interface energy by a segregating solute.

Result under test (ideal solution, equal independent interface sites):
    gamma(x) - gamma0 = -n kT ln(1 + (K - 1) x),   K = exp(E / kT)
x      solute atomic fraction in the metal in equilibrium with the interface
n      interface sites per area (1/nm^2);  theta = fraction holding solute
E      energy gained when solute replaces metal at an interface site (eV)
w      mean-field lateral interaction: site energy is -E + w theta (eV)
omega  regular-solution parameter of the bulk metal (eV)
Energies are in eV, lengths in nm, temperatures in K.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, logsumexp

BOLTZMANN = constants.k / constants.e
TO_J_PER_M2 = constants.e * 1e18

# Rough or round parameters of the example
lattice = 0.36
E_seg = 0.35
x_metal = 0.005
T_anneal = 670.0
T_use = 373.0
gamma0 = 8.0
thickness = 40.0
n_sites = 4 / (np.sqrt(3) * lattice**2)
n_volume = 4 / lattice**3
kT = BOLTZMANN * T_anneal


def coverage(x, E=E_seg, kt=kT):
    """Langmuir-McLean coverage."""
    K = np.exp(E / kt)
    return K * x / (1 - x + K * x)


def lowering(x, E=E_seg, kt=kT):
    """Closed form for gamma - gamma0."""
    return -n_sites * kt * np.log1p(np.expm1(E / kt) * x)


def solved_coverage(x, E=E_seg, w=0.0, omega=0.0):
    """Coverage from equality of exchange potentials, by root search."""
    exchange = kT * np.log(x / (1 - x)) - 2 * omega * x
    return brentq(lambda t: -E + w * t + kT * np.log(t / (1 - t)) - exchange,
                  1e-15, 1 - 1e-14, xtol=1e-16)


def gibbs_integral(x, E=E_seg, w=0.0, omega=0.0):
    """gamma - gamma0 by quadrature of the Gibbs adsorption equation."""
    def integrand(u):
        y = np.exp(u)
        excess = n_sites * (solved_coverage(y, E, w, omega) - y) / (1 - y)
        dmu_du = kT - 2 * omega * y * (1 - y)
        return -excess * dmu_du
    return quad(integrand, np.log(1e-10), np.log(x),
                epsabs=1e-8, epsrel=1e-8, limit=200)[0]


def log_binomial(a, b):
    return gammaln(a + 1) - gammaln(b + 1) - gammaln(a - b + 1)


def canonical_sum(m_interface, m_bulk, n_solute):
    """Excess free energy per interface site and coverage, by counting."""
    j = np.arange(min(m_interface, n_solute) + 1)
    logs = (log_binomial(m_interface, j)
            + log_binomial(m_bulk, n_solute - j) + j * E_seg / kT)
    log_z = logsumexp(logs)
    reference = log_binomial(m_interface + m_bulk, n_solute)
    theta = np.sum(j * np.exp(logs - log_z)) / m_interface
    return -kT * (log_z - reference) / m_interface, theta


def depleted_fraction(x_total, site_ratio):
    """Metal composition left when a finite film feeds the interface."""
    return brentq(lambda x: x + site_ratio * (coverage(x) - x) - x_total,
                  1e-14, x_total, xtol=1e-15)


K = np.exp(E_seg / kT)
theta = coverage(x_metal)
drop = lowering(x_metal)
relative_excess = n_sites * (theta - x_metal) / (1 - x_metal)

# Explicit counting in a large crystal: coverage and excess free energy.
# The tolerance covers the finite number of bulk sites.
m_int, m_bulk = 40, 20_000_000
solutes = round(x_metal * (m_int + m_bulk))
f_count, theta_count = canonical_sum(m_int, m_bulk, solutes)
assert abs(theta_count - theta) < 5e-4
assert abs(n_sites * f_count / drop - 1) < 5e-4

# Gibbs adsorption: derivative of the counted free energy against the excess.
low, high = round(0.98 * solutes), round(1.02 * solutes)
f_low = canonical_sum(m_int, m_bulk, low)[0]
f_high = canonical_sum(m_int, m_bulk, high)[0]
excess_count = -n_sites * (f_high - f_low) / (kT * np.log(high / low))
assert abs(excess_count / relative_excess - 1) < 1e-3

# The relative excess must not depend on where the dividing plane is put.
total_B = n_volume * thickness * x_metal + n_sites * (theta - x_metal)
total_A = n_volume * thickness - total_B
for shift in (-0.2, 0.0, 0.3):
    length = thickness + shift
    gam_B = total_B - n_volume * length * x_metal
    gam_A = total_A - n_volume * length * (1 - x_metal)
    value = gam_B - gam_A * x_metal / (1 - x_metal)
    assert abs(value / relative_excess - 1) < 1e-9

# Isotherm by direct minimization of the site free energy.
for x in (1e-4, x_metal, 0.05):
    potential = kT * np.log(x / (1 - x))
    best = minimize_scalar(
        lambda t: -E_seg * t - potential * t
        + kT * (t * np.log(t) + (1 - t) * np.log(1 - t)),
        bounds=(1e-9, 1 - 1e-9), method="bounded", options={"xatol": 1e-10})
    assert abs(best.x - coverage(x)) < 1e-5

# Integrated Gibbs equation against the closed form, also far from dilute.
for x in (1e-4, x_metal, 0.05, 0.5):
    assert abs(gibbs_integral(x) / lowering(x) - 1) < 1e-5

# Linear limit at low coverage and logarithmic limit near saturation.
assert abs(gibbs_integral(1e-5) / (-n_sites * kT * K * 1e-5) - 1) < 0.01
decade = gibbs_integral(1e-2, E=0.7) - gibbs_integral(1e-3, E=0.7)
assert abs(decade / (-n_sites * kT * np.log(10)) - 1) < 0.01

# Lateral interaction: quadrature against the mean-field closed form.
lateral = {}
for w in (-0.1, 0.1):
    t = solved_coverage(x_metal, w=w)
    closed = n_sites * (kT * np.log((1 - t) / (1 - x_metal)) - w * t**2 / 2)
    lateral[w] = (t, gibbs_integral(x_metal, w=w))
    assert abs(lateral[w][1] / closed - 1) < 1e-5

# Finite film: mass balance against explicit counting on a 100 nm^2 patch.
patch_int = round(100 * n_sites)
patch_all = round(100 * n_volume * thickness)
patch_B = round(x_metal * patch_all)
theta_patch = canonical_sum(patch_int, patch_all - patch_int, patch_B)[1]
x_patch = depleted_fraction(patch_B / patch_all, patch_int / patch_all)
assert abs(theta_patch - coverage(x_patch)) < 2e-3
site_ratio = n_sites / (n_volume * thickness)
x_left = depleted_fraction(x_metal, site_ratio)

# Other neglected effects
nodes, weights = np.polynomial.hermite.hermgauss(40)
spread = 0.10
drop_spread = np.sum(weights * lowering(
    x_metal, E=E_seg + np.sqrt(2) * spread * nodes)) / np.sqrt(np.pi)
drop_entropy = [lowering(x_metal, E=E_seg + s * kT) for s in (-1, 1)]
omega_bulk = 0.2
drop_bulk = gibbs_integral(x_metal, omega=omega_bulk)
D0, Q = 1.0, 2.0


def diffusivity(T):
    """Lattice diffusivity in nm^2/s from D0 in cm^2/s and Q in eV."""
    return D0 * 1e14 * np.exp(-Q / (BOLTZMANN * T))


hour, ten_years = 3600.0, 10 * constants.year
dilute = -n_sites * kT * np.log1p(K * x_metal)
slope = -np.log(10) * kT * relative_excess

print(f"lattice parameter (rough): {lattice:.2f} nm")
print(f"interface site density n: {n_sites:.2f} 1/nm^2")
print(f"atoms per volume N: {n_volume:.2f} 1/nm^3")
print(f"segregation energy E (chosen): {E_seg:.2f} eV")
print(f"solute fraction x (chosen): {x_metal:.4f}")
print(f"anneal temperature: {T_anneal:.0f} K")
print(f"kT at anneal: {kT:.5f} eV")
print(f"enrichment factor K: {K:.1f}")
print(f"K x: {K * x_metal:.3f}")
print(f"log argument 1+(K-1)x: {1 + (K - 1) * x_metal:.4f}")
print(f"coverage theta: {theta:.4f}")
print(f"coverage by counting: {theta_count:.4f}")
print(f"relative excess: {relative_excess:.3f} 1/nm^2")
print(f"relative excess by counting: {excess_count:.3f} 1/nm^2")
print(f"clean interface energy (chosen): {gamma0:.2f} eV/nm^2")
print(f"change of interface energy: {drop:.4f} eV/nm^2")
print(f"  same by counting: {n_sites * f_count:.4f} eV/nm^2")
print(f"  same by quadrature: {gibbs_integral(x_metal):.4f} eV/nm^2")
print(f"  same, converted: {drop / 100:.5f} eV/angstrom^2")
print(f"  same, converted: {drop * TO_J_PER_M2:.4f} J/m^2")
print(f"interface energy with solute: {gamma0 + drop:.3f} eV/nm^2")
print(f"change relative to clean value: {100 * drop / gamma0:.1f} %")
print(f"dilute form -n kT ln(1+Kx): {dilute:.4f} eV/nm^2")
print(f"error of dilute form: {100 * (dilute / drop - 1):.2f} %")
print(f"local change per decade of x: {slope:.3f} eV/nm^2")
print(f"limit per decade: {-n_sites * kT * np.log(10):.3f} eV/nm^2")
for x in (1e-5, 1e-4, 1e-3, 1e-2):
    linear = -n_sites * kT * K * x
    print(f"x={x:.0e}: theta {coverage(x):.4f}, change {lowering(x):.4f}, "
          f"linear law {linear:.4f} eV/nm^2")
print(f"film thickness (chosen): {thickness:.0f} nm")
print(f"depleted film, x left in metal: {x_left:.5f}")
print(f"depleted film, coverage: {coverage(x_left):.4f}")
print(f"depleted film, change: {lowering(x_left):.4f} eV/nm^2")
print(f"100 nm^2 patch, coverage by counting: {theta_patch:.4f}")
print(f"100 nm^2 patch, by mass balance: {coverage(x_patch):.4f}")
for w, (t, change) in lateral.items():
    print(f"lateral w={w:+.1f} eV: theta {t:.4f}, "
          f"change {change:.4f} eV/nm^2")
print(f"site-energy spread {spread:.2f} eV: change {drop_spread:.4f} eV/nm^2")
print(f"segregation entropy -1 k_B: change {drop_entropy[0]:.4f} eV/nm^2")
print(f"segregation entropy +1 k_B: change {drop_entropy[1]:.4f} eV/nm^2")
print(f"bulk omega={omega_bulk:.1f} eV: change {drop_bulk:.4f} eV/nm^2")
print(f"diffusion prefactor (rough): {D0:.1f} cm^2/s")
print(f"diffusion activation energy (rough): {Q:.1f} eV")
print(f"sqrt(D t), 1 h at anneal: "
      f"{np.sqrt(diffusivity(T_anneal) * hour):.1f} nm")
print(f"time d^2/D at anneal: "
      f"{thickness**2 / diffusivity(T_anneal) / hour:.1f} h")
print(f"temperature of use: {T_use:.0f} K")
print(f"sqrt(D t), 10 years in use: "
      f"{np.sqrt(diffusivity(T_use) * ten_years):.1e} nm")
print(f"unreached equilibrium change in use: "
      f"{lowering(x_metal, kt=BOLTZMANN * T_use):.3f} eV/nm^2")
print("checks complete")
```

It prints:

```
lattice parameter (rough): 0.36 nm
interface site density n: 17.82 1/nm^2
atoms per volume N: 85.73 1/nm^3
segregation energy E (chosen): 0.35 eV
solute fraction x (chosen): 0.0050
anneal temperature: 670 K
kT at anneal: 0.05774 eV
enrichment factor K: 429.3
K x: 2.146
log argument 1+(K-1)x: 3.1413
coverage theta: 0.6833
coverage by counting: 0.6832
relative excess: 12.147 1/nm^2
relative excess by counting: 12.147 1/nm^2
clean interface energy (chosen): 8.00 eV/nm^2
change of interface energy: -1.1776 eV/nm^2
  same by counting: -1.1775 eV/nm^2
  same by quadrature: -1.1776 eV/nm^2
  same, converted: -0.01178 eV/angstrom^2
  same, converted: -0.1887 J/m^2
interface energy with solute: 6.822 eV/nm^2
change relative to clean value: -14.7 %
dilute form -n kT ln(1+Kx): -1.1793 eV/nm^2
error of dilute form: 0.14 %
local change per decade of x: -1.615 eV/nm^2
limit per decade: -2.369 eV/nm^2
x=1e-05: theta 0.0043, change -0.0044, linear law -0.0044 eV/nm^2
x=1e-04: theta 0.0412, change -0.0431, linear law -0.0442 eV/nm^2
x=1e-03: theta 0.3005, change -0.3667, linear law -0.4416 eV/nm^2
x=1e-02: theta 0.8126, change -1.7124, linear law -4.4163 eV/nm^2
film thickness (chosen): 40 nm
depleted film, x left in metal: 0.00238
depleted film, coverage: 0.5062
depleted film, change: -0.7235 eV/nm^2
100 nm^2 patch, coverage by counting: 0.5063
100 nm^2 patch, by mass balance: 0.5062
lateral w=-0.1 eV: theta 0.9129, change -1.7637 eV/nm^2
lateral w=+0.1 eV: theta 0.4830, change -0.8815 eV/nm^2
site-energy spread 0.10 eV: change -1.4572 eV/nm^2
segregation entropy -1 k_B: change -0.5959 eV/nm^2
segregation entropy +1 k_B: change -1.9766 eV/nm^2
bulk omega=0.2 eV: change -1.1535 eV/nm^2
diffusion prefactor (rough): 1.0 cm^2/s
diffusion activation energy (rough): 2.0 eV
sqrt(D t), 1 h at anneal: 18.0 nm
time d^2/D at anneal: 4.9 h
temperature of use: 373 K
sqrt(D t), 10 years in use: 5.5e-03 nm
unreached equilibrium change in use: -3.204 eV/nm^2
checks complete
```
